# Why smooth-orbital tau does not belong with the augmented density: verification in Python

```python
"""Result under test: the bound tau >= tau_W[n] = |grad n|^2/(8 n) holds when
tau and n come from the same orbitals, but can fail when tau is taken from
smooth pseudo-orbitals and n is the augmented density.
Symbols (atomic units inside): n density, tau = 1/2 sum f |grad psi|^2,
z = tau_W/tau, alpha = (tau - tau_W)/tau_unif, ELF = 1/(1 + alpha^2),
rc sphere radius, kappa orbital decay constant, x = kappa*rc.
Smooth waves are A + B r^2 + C r^4 inside rc, matched to second derivative."""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammainc
from pyscf.dft import libxc

BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
PI = np.pi


def match(value, slope, curvature, rc):
    matrix = [[1, rc**2, rc**4], [0, 2*rc, 4*rc**3], [0, 2, 12*rc**2]]
    return np.linalg.solve(matrix, [value, slope, curvature])


def poly(c, r):
    return c[0] + c[1]*r**2 + c[2]*r**4


def dpoly(c, r):
    return 2*c[1]*r + 4*c[2]*r**3


def match_exponential(kappa, rc):
    e = np.exp(-kappa*rc)
    return match(e, -kappa*e, kappa**2*e, rc)


def smooth_amplitude(x):
    """Closed form of smooth/true amplitude ratio at the nucleus."""
    return np.exp(-x)*(1 + 5*x/8 + x**2/8)


def tau_uniform(n):
    return 0.3*(3*PI**2)**(2/3)*n**(5/3)


def indicators(n, dn, tau):
    tau_w = dn**2/(8*n)
    alpha = (tau - tau_w)/tau_uniform(n)
    return tau_w/tau, alpha, 1/(1 + alpha**2)


def gauss(a, b, count):
    t, w = np.polynomial.legendre.leggauss(count)
    return 0.5*(b - a)*t + 0.5*(a + b), 0.5*(b - a)*w


# ---- SCAN exchange enhancement factor, checked against libxc ----
def scan_switch(alpha):
    alpha = np.asarray(alpha, float)
    f = np.zeros_like(alpha)
    low, high = alpha < 1, alpha > 1
    f[low] = np.exp(-0.667*alpha[low]/(1 - alpha[low]))
    f[high] = -1.24*np.exp(0.8/(1 - alpha[high]))
    return f


def scan_fx(s, alpha):
    k1, mu = 0.065, 10/81
    b2 = np.sqrt(5913/405000)
    b1 = (511/13500)/(2*b2)
    b4 = mu**2/k1 - 1606/18225 - b1**2
    p = s**2
    y = (mu*p + b4*p**2*np.exp(-b4*p/mu)
         + (b1*p + b2*(1 - alpha)*np.exp(-0.5*(1 - alpha)**2))**2)
    h1 = 1 + k1 - k1/(1 + y/k1)
    g = 1 - np.exp(-4.9479/np.sqrt(s))
    return (h1 + scan_switch(alpha)*(1.174 - h1))*g


def eps_uniform(n):
    return -0.75*(3/PI)**(1/3)*n**(1/3)


def reduced_gradient(n, dn):
    return np.abs(dn)/(2*(3*PI**2)**(1/3)*n**(4/3))


s_t, a_t = [v.ravel() for v in np.meshgrid([0.3, 0.8, 1.6],
                                           [0.2, 0.7, 1.6, 3.0])]
n_t = np.full(s_t.size, 0.4)
grad_t = s_t*2*(3*PI**2)**(1/3)*n_t**(4/3)
tau_t = grad_t**2/(8*n_t) + a_t*tau_uniform(n_t)
zero = np.zeros_like(n_t)
exc = libxc.eval_xc("MGGA_X_SCAN,",
                    np.array([n_t, grad_t, zero, zero, zero, tau_t]),
                    spin=0, deriv=1)[0]
scan_error = np.max(np.abs(exc/(eps_uniform(n_t)*scan_fx(s_t, a_t)) - 1))
assert scan_error < 1e-5

# ---- single s orbital: closed form and failure at every interior point ----
for x in (0.3, 0.8, 1.5, 2.5, 4.0):
    c = match_exponential(1.0, x)
    assert abs(c[0] - smooth_amplitude(x)) < 1e-10
    r = np.linspace(0.001, 0.99, 400)*x
    assert np.all(np.abs(dpoly(c, r)) < np.exp(-r))

# ---- hydrogen atom; spin density doubled for closed-shell formulas ----
rc_ang = 0.6
rc = rc_ang/BOHR
c_h = match_exponential(1.0, rc)
r_in, w_in = gauss(0, rc, 160)
r_out, w_out = gauss(rc, 25.0, 300)


def true_pair(r):
    """Doubled density, its slope and the consistent tau."""
    n = 2*np.exp(-2*r)/PI
    return n, -2*n, np.exp(-2*r)/PI


def smooth_pair(r):
    g, dg = poly(c_h, r), dpoly(c_h, r)
    return 2*g**2/PI, 4*g*dg/PI, dg**2/PI


vol = 4*PI*r_in**2*w_in
missing = 0.5*np.sum(vol*(true_pair(r_in)[0] - smooth_pair(r_in)[0]))
kin_true = 0.5*np.sum(vol*true_pair(r_in)[2])*HARTREE
kin_smooth = 0.5*np.sum(vol*smooth_pair(r_in)[2])*HARTREE

bump_norm = np.sum(vol*(1 - (r_in/rc)**2)**3)


def pseudized_density(r):
    """Smooth density plus a smooth bump carrying the missing charge."""
    n, dn, _ = smooth_pair(r)
    u = r/rc
    scale = 2*missing/bump_norm
    return n + scale*(1 - u**2)**3, dn - scale*6*u*(1 - u**2)**2/rc


r_test = np.linspace(0.005, 0.99, 600)*rc
n_ps, dn_ps = pseudized_density(r_test)
z_ps = indicators(n_ps, dn_ps, smooth_pair(r_test)[2])[0]
z_full = indicators(n_ps, dn_ps, true_pair(r_test)[2])[0]
assert np.all(z_ps > 1)
assert z_full.max() > 1.01 and z_full.min() < 0.99


def exchange_parts(r, w, tau):
    n, dn, _ = true_pair(r)
    alpha = indicators(n, dn, tau)[1]
    fx = scan_fx(reduced_gradient(n, dn), alpha)
    return 0.5*np.sum(4*PI*r**2*w*n*eps_uniform(n)*fx), fx.max()


e_out, _ = exchange_parts(r_out, w_out, true_pair(r_out)[2])
e_in, fx_good = exchange_parts(r_in, w_in, true_pair(r_in)[2])
e_mix, fx_bad = exchange_parts(r_in, w_in, smooth_pair(r_in)[2])
r_all, w_all = np.r_[r_in, r_out], np.r_[w_in, w_out]
e_exact = -np.sum(w_all*4*r_all*np.exp(-2*r_all)*gammainc(3, 2*r_all))
assert abs(e_in + e_out - e_exact) < 1e-3
assert fx_good <= 1.174 + 1e-9 and fx_bad > 1.175
assert e_mix < e_in - 1e-4

# ---- two occupied orbitals: augmentation formula and Pauli identity ----
waves = [lambda r: np.exp(-r), lambda r: (1 - r/2)*np.exp(-r/2)]
slopes = [lambda r: -np.exp(-r), lambda r: (r/4 - 1)*np.exp(-r/2)]
half = np.exp(-rc/2)
c_two = [c_h, match(waves[1](rc), slopes[1](rc), (0.75 - rc/8)*half, rc)]
mix = np.array([[0.9, 0.3], [-0.2, 1.1]])
occ = np.array([1.0, 0.5])
sm_in = np.array([poly(c, r_in) for c in c_two])
chi = (rc**2 - r_in**2)**2*sm_in
projectors = np.linalg.solve((chi*vol) @ sm_in.T, chi)
proj = (mix @ sm_in*vol) @ projectors.T
rho = np.einsum("a,ai,aj->ij", occ, proj, proj)
phi = np.array([f(r_test) for f in waves])
dphi = np.array([f(r_test) for f in slopes])
sm = np.array([poly(c, r_test) for c in c_two])
dsm = np.array([dpoly(c, r_test) for c in c_two])
tau_sm = 0.5*occ @ (mix @ dsm)**2
n_aug = occ @ (mix @ sm)**2 + np.einsum("ij,ir,jr->r", rho, phi, phi) \
    - np.einsum("ij,ir,jr->r", rho, sm, sm)
tau_aug = tau_sm + 0.5*(np.einsum("ij,ir,jr->r", rho, dphi, dphi)
                        - np.einsum("ij,ir,jr->r", rho, dsm, dsm))


def orbitals(r):
    return mix @ np.array([f(r) for f in waves])


step = 1e-5
psi = orbitals(r_test)
dpsi = (orbitals(r_test + step) - orbitals(r_test - step))/(2*step)
n_dir, tau_dir = occ @ psi**2, 0.5*occ @ dpsi**2
dn_dir = (occ @ orbitals(r_test + step)**2
          - occ @ orbitals(r_test - step)**2)/(2*step)
assert np.allclose(n_aug, n_dir, atol=1e-8)
assert np.allclose(tau_aug, tau_dir, atol=1e-7)
pauli = occ[0]*occ[1]*(psi[0]*dpsi[1] - psi[1]*dpsi[0])**2/(2*n_dir)
assert np.allclose(tau_dir - dn_dir**2/(8*n_dir), pauli, atol=1e-7)
z_two_good = indicators(n_aug, dn_dir, tau_aug)[0].max()
z_two_bad = indicators(n_aug, dn_dir, tau_sm)[0].max()
assert z_two_good <= 1 + 1e-7 and z_two_bad > 1


# ---- closed shells with l > 0: explicit sums over Cartesian orbitals ----
def shell_direct(l, radial, r):
    """n, |grad n|, tau at distance r; radial is R(r)/r^l."""
    point = r*np.array([2.0, 3.0, 6.0])/7

    def orbs(q):
        a, b, c = q
        d = np.sqrt(q @ q)
        if l == 1:
            return np.sqrt(3/(4*PI))*radial(d)*q
        h = np.array([a*b, b*c, c*a, (a*a - b*b)/2,
                      (3*c*c - d*d)/(2*np.sqrt(3))])
        return np.sqrt(15/(4*PI))*radial(d)*h

    h = 1e-4*r
    grad_n, tau = np.zeros(3), 0.0
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = h
        plus, minus = orbs(point + shift), orbs(point - shift)
        tau += np.sum(((plus - minus)/(2*h))**2)
        grad_n[k] = 2*(np.sum(plus**2) - np.sum(minus**2))/(2*h)
    return 2*np.sum(orbs(point)**2), np.sqrt(grad_n @ grad_n), tau


def z_direct(l, x, r):
    c = match_exponential(1.0, x)
    n, dn, _ = shell_direct(l, lambda d: np.exp(-d), r)
    tau = shell_direct(l, lambda d: poly(c, d), r)[2]
    return dn**2/(8*n)/tau


x_crit = {}
for l in (1, 2):
    x_crit[l] = brentq(lambda x: smooth_amplitude(x)**2 - l/(2*l + 1), 0.1, 5)
    for x in (0.8, 2.4):
        limit = l/((2*l + 1)*smooth_amplitude(x)**2)
        assert abs(z_direct(l, x, 1e-3)/limit - 1) < 1e-2
    assert z_direct(l, 0.95*x_crit[l], 1e-3) < 1 < z_direct(
        l, 1.05*x_crit[l], 1e-3)

kappa_ang = 4.0
kappa = kappa_ang*BOHR
norm = np.sqrt(4*kappa**5/3)
rc_small, rc_large = 0.2, 0.6


def p_shell(r, rc_p):
    """Closed p shell: true n, its slope, true tau, smooth tau."""
    c = norm*match_exponential(kappa, rc_p)
    g = norm*np.exp(-kappa*r)
    big, dbig = r*g, (1 - kappa*r)*g
    dsmooth = poly(c, r) + r*dpoly(c, r)
    pre = 3/(4*PI)
    return (2*pre*big**2, 4*pre*big*dbig, pre*(dbig**2 + 2*g**2),
            pre*(dsmooth**2 + 2*poly(c, r)**2))


def p_alpha(r, rc_p):
    n, dn, tau, tau_s = p_shell(r, rc_p)
    return indicators(n, dn, tau)[1], indicators(n, dn, tau_s)[1]


grid_s = np.linspace(0.002, 0.999, 800)*rc_small/BOHR
grid_l = np.linspace(0.002, 0.999, 800)*rc_large/BOHR
n_p, dn_p, _, ts_p = p_shell(grid_s, rc_small/BOHR)
z_small = indicators(n_p, dn_p, ts_p)[0].max()
n_p, dn_p, _, ts_p = p_shell(grid_l, rc_large/BOHR)
z_large = indicators(n_p, dn_p, ts_p)[0].max()
assert z_small < 1 < z_large
signs = np.sign(p_alpha(grid_l, rc_large/BOHR)[1])
assert np.count_nonzero(np.diff(signs)) == 1
r_cross = brentq(lambda r: p_alpha(r, rc_large/BOHR)[1],
                 grid_l[0], grid_l[-1], xtol=1e-13)
c_l = norm*match_exponential(kappa, rc_large/BOHR)
n_d, dn_d, tau_d = shell_direct(1, lambda d: norm*np.exp(-kappa*d), r_cross)
tau_sd = shell_direct(1, lambda d: poly(c_l, d), r_cross)[2]
elf_cross_true = indicators(n_d, dn_d, tau_d)[2]
elf_cross_mixed = indicators(n_d, dn_d, tau_sd)[2]
assert elf_cross_mixed > 0.999 and elf_cross_true < 0.1
assert abs(tau_d/p_shell(r_cross, rc_large/BOHR)[2] - 1) < 1e-5

# ---- printed numbers ----
print(f"SCAN factor, largest relative deviation from libxc: {scan_error:.1e}")
print("HYDROGEN ATOM, exact 1s orbital")
print(f"sphere radius: {rc_ang:.2f} angstrom")
print(f"smooth/true orbital at nucleus: {c_h[0]:.4f}")
print(f"charge missing from smooth density: {missing:.4f} electrons")
print(f"kinetic energy in sphere, true: {kin_true:.3f} eV")
print(f"kinetic energy in sphere, smooth: {kin_smooth:.3f} eV")
print("mixed pair (true values: z = 1, alpha = 0, ELF = 1)")
for r_ang in (0.01, 0.1, 0.3, 0.5):
    r = r_ang/BOHR
    n, dn, _ = true_pair(r)
    z, al, elf = indicators(n, dn, smooth_pair(r)[2])
    print(f" r={r_ang:.2f} angstrom: z={z:.3f} alpha={al:.4f} ELF={elf:.4f}")
print(f"pseudized density, smooth tau: z from {z_ps.min():.3f}"
      f" to {z_ps.max():.3f}")
print(f"pseudized density, full tau: z from {z_full.min():.3f}"
      f" to {z_full.max():.3f}")
print(f"exact exchange energy: {e_exact*HARTREE:.4f} eV"
      f" = {e_exact:.5f} hartree")
print(f"SCAN exchange, consistent pair: {(e_in + e_out)*HARTREE:.4f} eV")
print(f"SCAN exchange, mixed pair: {(e_mix + e_out)*HARTREE:.4f} eV")
print(f"SCAN exchange error from mixing: {(e_mix - e_in)*HARTREE:.4f} eV")
print(f"largest SCAN factor in sphere, consistent: {fx_good:.4f}")
print(f"largest SCAN factor in sphere, mixed: {fx_bad:.4f}")
print(f"SCAN switch as alpha -> -infinity: {scan_switch([-1e9])[0]:.4f}")
print("TWO OCCUPIED s ORBITALS, same sphere")
print(f"largest z, augmented tau: {z_two_good:.6f}")
print(f"largest z on grid, smooth tau: {z_two_bad:.3g}")
print("MODEL CLOSED p SHELL")
print(f"decay constant: {kappa_ang:.1f} 1/angstrom")
print(f"critical kappa*rc: p shell {x_crit[1]:.4f}, d shell {x_crit[2]:.4f}")
print(f"critical radius, p shell: {x_crit[1]/kappa_ang:.4f} angstrom")
print(f"rc={rc_small:.1f} angstrom: largest mixed z = {z_small:.4f}")
print(f"rc={rc_large:.1f} angstrom: largest mixed z = {z_large:.4f}")
print(f"values for rc={rc_large:.1f} angstrom")
for r_ang in (0.04, 0.06, 0.10, 0.20):
    at, am = p_alpha(r_ang/BOHR, rc_large/BOHR)
    print(f" r={r_ang:.2f} angstrom: alpha true {at:.3f} mixed {am:.3f};"
          f" ELF true {1/(1 + at**2):.5f} mixed {1/(1 + am**2):.5f}")
print(f"mixed alpha crosses zero at: {r_cross*BOHR:.4f} angstrom")
print(f"ELF at crossing: true {elf_cross_true:.5f},"
      f" mixed {elf_cross_mixed:.5f}")
print("verified")
```

It prints:

```
SCAN factor, largest relative deviation from libxc: 4.4e-16
HYDROGEN ATOM, exact 1s orbital
sphere radius: 0.60 angstrom
smooth/true orbital at nucleus: 0.6015
charge missing from smooth density: 0.0477 electrons
kinetic energy in sphere, true: 5.379 eV
kinetic energy in sphere, smooth: 2.882 eV
mixed pair (true values: z = 1, alpha = 0, ELF = 1)
 r=0.01 angstrom: z=7837.974 alpha=-0.2413 ELF=0.9450
 r=0.10 angstrom: z=57.398 alpha=-0.2975 ELF=0.9187
 r=0.30 angstrom: z=3.836 alpha=-0.3705 ELF=0.8793
 r=0.50 angstrom: z=1.195 alpha=-0.1354 ELF=0.9820
pseudized density, smooth tau: z from 1.003 to 2.950
pseudized density, full tau: z from 0.000 to 1.281
exact exchange energy: -8.5036 eV = -0.31250 hartree
SCAN exchange, consistent pair: -8.5035 eV
SCAN exchange, mixed pair: -8.5895 eV
SCAN exchange error from mixing: -0.0860 eV
largest SCAN factor in sphere, consistent: 1.1736
largest SCAN factor in sphere, mixed: 1.2015
SCAN switch as alpha -> -infinity: 1.9484
TWO OCCUPIED s ORBITALS, same sphere
largest z, augmented tau: 1.000000
largest z on grid, smooth tau: 7.39e+04
MODEL CLOSED p SHELL
decay constant: 4.0 1/angstrom
critical kappa*rc: p shell 1.2131, d shell 1.0354
critical radius, p shell: 0.3033 angstrom
rc=0.2 angstrom: largest mixed z = 0.6571
rc=0.6 angstrom: largest mixed z = 3.8321
values for rc=0.6 angstrom
 r=0.04 angstrom: alpha true 261.976 mixed -46.932; ELF true 0.00001 mixed 0.00045
 r=0.06 angstrom: alpha true 75.442 mixed -6.698; ELF true 0.00018 mixed 0.02180
 r=0.10 angstrom: alpha true 17.013 mixed 1.351; ELF true 0.00344 mixed 0.35382
 r=0.20 angstrom: alpha true 2.877 mixed 1.195; ELF true 0.10778 mixed 0.41194
mixed alpha crosses zero at: 0.0806 angstrom
ELF at crossing: true 0.00101, mixed 1.00000
verified
```
